# Choosing the mixture permittivity: the physical root of the Bruggeman-Hanai equation

A half-and-half emulsion of saline water in oil, described at 10 MHz by the Bruggeman-Hanai equation, has three candidate relative permittivities:

$$17.17-3.38j,\qquad -505.8-177.3j,\qquad 728.6-358.5j .$$

All three satisfy the same cubic, and all three have positive dielectric loss. Requiring that the material absorb energy therefore does not say which one to use. The first is the physical value, and the reason lies in how the mixture is reached from pure oil.

## What the setting means

Electronic-structure programs with a continuum environment ask for its relative permittivity. For a mixed environment that has not been measured, that number can be estimated from a mixing law, and two questions arise: which root is right, and does the mixture value belong in the calculation at all?

The second question depends on length scale. A mixture permittivity describes fields averaged over many inclusions. Away from the interfaces, a molecule in an emulsion with micrometre droplets sits in oil or in water, and its immediate environment should have the permittivity of that phase. The mixture value can describe only an outer region, many droplets across. For a molecule, that region is too far away to matter. Take a dipole at the centre of a cavity of radius 0.3 nm in oil: changing the permittivity beyond 1 µm from 2.5 to 20 changes its reaction field by only about 3 parts in $10^{11}$. A net charge reaches further: for an ion in the same cavity, the Born solvation energy changes by about 2 parts in $10^{4}$, still below 0.01 kcal/mol.

The size of a wrong entry can be estimated from a point dipole $p$ in an empty spherical cavity of radius $b$, in Gaussian units. Let the potential be $(p/R^2-FR)\cos\theta$ inside and $q\cos\theta/R^2$ outside, where $F$ is the reaction field. Continuity of potential gives $q=p-Fb^3$. Continuity of normal displacement gives

$$\frac{2p}{b^3}+F=\frac{2\varepsilon q}{b^3}=\frac{2\varepsilon p}{b^3}-2\varepsilon F
\quad\Rightarrow\quad F=\frac{2(\varepsilon-1)}{2\varepsilon+1}\frac{p}{b^3}.$$

The factor multiplying $p/b^3$ is 0.50 for oil with $\varepsilon=2.5$ and 0.93 for $\varepsilon=20$, the low-frequency plateau of the emulsion. Entering the mixture value for a molecule dissolved in oil would thus nearly double its reaction field.

The factor also saturates at 1 for large $|\varepsilon|$. Its real part is 0.92 for the physical root at 10 MHz and 0.998 for the third root. A plausible reaction field is therefore weak evidence that the permittivity is right. The root must be settled before the number is entered.

## Conventions and the differential equation

Fields vary as $e^{+j\omega t}$. Each relative permittivity is $\varepsilon=\varepsilon'-j\varepsilon''$, and conduction contributes $\varepsilon''=\sigma/(\omega\varepsilon_0)$. The medium has permittivity $\varepsilon_m$, the spherical inclusions $\varepsilon_p\ne\varepsilon_m$, and $\phi$ is the inclusion fraction, $0<\phi<1$. Both phases have $\varepsilon'>0$ and $\varepsilon''\ge0$. The wavelength and skin depth are assumed much larger than the inclusions.

Consider first one sphere of radius $a$ in a host $\varepsilon$ with applied field $E_0$. The potential is $-E_{\rm in}R\cos\theta$ inside and $(-E_0R+B/R^2)\cos\theta$ outside. The two boundary conditions are

$$E_{\rm in}=E_0-\frac{B}{a^3},\qquad
\varepsilon_pE_{\rm in}=\varepsilon\left(E_0+\frac{2B}{a^3}\right).$$

Substituting $B/a^3=E_0-E_{\rm in}$ into the second gives $\varepsilon_pE_{\rm in}=3\varepsilon E_0-2\varepsilon E_{\rm in}$, so

$$E_{\rm in}=\frac{3\varepsilon}{\varepsilon_p+2\varepsilon}E_0 .$$

If such spheres fill a small fraction $\delta$, the mean displacement exceeds $\varepsilon$ times the mean field by $\delta(\varepsilon_p-\varepsilon)E_{\rm in}$. The mean field differs from $E_0$ by a term of order $\delta$, which affects the permittivity only at order $\delta^2$. To first order, the permittivity therefore changes by

$$d\varepsilon=\frac{3\varepsilon(\varepsilon_p-\varepsilon)}{\varepsilon_p+2\varepsilon}\,\delta .$$

The Bruggeman-Hanai model applies this repeatedly: each new batch of spheres sees the existing mixture as a uniform host. This is most natural when later spheres are much larger than earlier ones, which implies a broad range of sizes.

The added fraction $\delta$ is not $d\phi$. Let the total volume be $V$ and the inclusion volume $V_p=\phi V$. Adding $dv$ of inclusions raises both by $dv$, so

$$d\phi=\frac{dv}{V}-\frac{V_p\,dv}{V^2}=(1-\phi)\frac{dv}{V},
\qquad \delta=\frac{dv}{V}=\frac{d\phi}{1-\phi}.$$

Define $s=-\ln(1-\phi)$, so that $\delta=ds$. Define also $r=\varepsilon_p/\varepsilon_m$, $x=\varepsilon/\varepsilon_m$ and $y=\ln x$, where the logarithm is followed continuously from $y=0$. Dividing by $\varepsilon\,ds$ gives

$$\frac{dy}{ds}=\frac{3(r-e^y)}{r+2e^y},\qquad y(0)=0. \tag{1}$$

This initial-value problem is the selection rule. It starts from the pure medium, where there is no ambiguity.

## Where the three roots come from

To integrate, write the inverse rate in partial fractions:

$$\frac{\varepsilon_p+2\varepsilon}{3\varepsilon(\varepsilon_p-\varepsilon)}
=\frac{1}{3\varepsilon}+\frac{1}{\varepsilon_p-\varepsilon}.$$

Recombining the right side gives the numerator $(\varepsilon_p-\varepsilon)+3\varepsilon=\varepsilon_p+2\varepsilon$, as required. Integration from $\varepsilon_m$ to $\varepsilon$ yields

$$\frac y3-\ln\frac{\varepsilon_p-\varepsilon}{\varepsilon_p-\varepsilon_m}=s .$$

Changing sign and exponentiating, with $e^{-s}=1-\phi$,

$$\frac{\varepsilon_p-\varepsilon}{\varepsilon_p-\varepsilon_m}
\left(\frac{\varepsilon_m}{\varepsilon}\right)^{1/3}=1-\phi . \tag{2}$$

The cube root here means $e^{-y/3}$ along the path. Cubing (2) discards that information and admits all three cube roots. With $u=e^{y/3}$ and $x=u^3$, equation (2) reads $(r-u^3)/[(r-1)u]=1-\phi$, or

$$P(u)=u^3+(1-\phi)(r-1)u-r=0,\qquad \varepsilon=\varepsilon_mu^3. \tag{3}$$

The variable $u$ is better than $\varepsilon$ for telling roots apart. As $\phi\to1$, equation (3) becomes $u^3=r$, whose three solutions are 120° apart. The three permittivities meanwhile all merge at $\varepsilon_p$.

## Why the integrated root is passive

Equation (1) keeps its form if $\varepsilon$, $\varepsilon_m$ and $\varepsilon_p$ are multiplied by one complex constant. Any straight line through the origin can therefore be rotated onto the real axis. Suppose the mixture reaches this line at $\varepsilon=t\ne0$, while the rotated inclusion value $w$ has ${\rm Im}\,w>0$. Then

$$\frac{d\varepsilon}{ds}=\frac{3t(w-t)}{w+2t}
=\frac{3t(w-t)(w^*+2t)}{|w+2t|^2}.$$

The product $(w-t)(w^*+2t)=|w|^2+2tw-tw^*-2t^2$ has imaginary part $3t\,{\rm Im}\,w$, hence

$${\rm Im}\frac{d\varepsilon}{ds}=\frac{9t^2\,{\rm Im}\,w}{|w+2t|^2}>0 .$$

The motion points into the half-plane that contains the inclusion value. Apply this to the line through $\varepsilon_m$: the path starts on it and moves towards the side of $\varepsilon_p$. The line through $\varepsilon_p$ has ${\rm Im}\,w=0$, so a path on it stays on it. By uniqueness of solutions, a path starting off that line cannot cross it.

The mixture thus remains in the cone between the directions of $\varepsilon_m$ and $\varepsilon_p$. Its loss tangent $\varepsilon''/\varepsilon'$ lies between those of the two phases. This is stronger than positive loss, but it does not single out the root: the spurious value $728.6-358.5j$ has a loss tangent of 0.49 and lies in the same cone.

The denominator of (1) cannot vanish on the path. Both phases have phase angles above −90° and at most 0°, so the angle $\psi$ between $r$ and $x$ is less than 90°, and

$$|r+2x|^2=|r|^2+4|x|^2+4|r||x|\cos\psi\ge|r|^2+4|x|^2 .$$

Since $|r-x|\le|r|+|x|\le\tfrac{\sqrt5}{2}\sqrt{|r|^2+4|x|^2}$, the rate obeys $|dy/ds|\le3\sqrt5/2$. Hence $y$ stays finite for every $\phi<1$, and $\varepsilon$ cannot reach zero.

## Why the path cannot change roots

A path could become ambiguous if two roots met. At a root, (3) gives $(1-\phi)(r-1)=r/u-u^2$. The derivative of the cubic there is

$$P'(u)=3u^2+(1-\phi)(r-1)=\frac{r+2u^3}{u}=(u-u_2)(u-u_3),$$

where $u_2,u_3$ are the other roots. The numerator is the same $r+2x$ just shown to be nonzero, so the physical root never meets another for $\phi<1$.

Small errors are also controlled. Differentiating the right side of (1) with respect to $y$ gives

$$\frac{3x[-(r+2x)-2(r-x)]}{(r+2x)^2}=-\frac{9rx}{(r+2x)^2}.$$

Dividing numerator and denominator by $rx$ turns this into $-9/(r/x+4+4x/r)$. The angle between $r$ and $x$ is less than 90°, so $r/x$ and $x/r$ have positive real parts. The derivative therefore has a negative real part and a magnitude below $9/4$. To first order, the size of a small error in $y$ changes at a relative rate equal to that real part, so the error shrinks along the path at every fraction.

## An algebraic test for one root

Let $\theta=\arg r$, and take $0<\theta<\pi$ first. Since the phase of $x$ stays between 0 and $\theta$, the physical $u$ lies in the sector $0\le\arg u\le\theta/3$. No other root does. To see this, write $c=1-\phi$ and ask whether a root can cross an edge of the sector as $\phi$ varies between 0 and 1.

On the lower edge $u=t>0$, the imaginary part of (3) is $(ct-1)\,{\rm Im}\,r=0$, so $ct=1$. Substitution back into (3) leaves $t^3-1=0$, hence $t=1$ and $c=1$. This is the starting point $\phi=0$, not an interior fraction.

On the upper edge $u=te^{j\theta/3}$. Dividing (3) by $e^{j\theta}$ gives

$$t^3-|r|+ct\,e^{j\theta/3}\left(|r|-e^{-j\theta}\right)=0 .$$

Its imaginary part is $ct[|r|\sin(\theta/3)+\sin(2\theta/3)]$, which is positive. No root lies on this edge. Nor can a root pass through $u=0$, because $P(0)=-r\ne0$.

The number of roots in the sector is therefore constant for $0<\phi<1$. As $\phi\to1$, the roots approach phases $\theta/3$ and $\theta/3\pm120°$, and the last two are outside. At most one root can be in the sector, and the physical root is there.

For $\theta<0$, complex conjugation gives the sector $\theta/3\le\arg u\le0$. For real positive $r$, the function $P(u)/u=u^2+c(r-1)-r/u$ rises from $-\infty$ to $+\infty$ on $u>0$, so exactly one root is positive. That root is the one to use for two lossless phases.

## The procedure

1. Compute $r$ at the chosen frequency and divide $s=-\ln(1-\phi)$ into $N$ steps $h=s/N$.
2. Integrate (1) from $y=0$. With $f(y)$ denoting its right side, a fourth-order Runge-Kutta step is

$$\begin{aligned}
k_1&=f(y), & k_2&=f(y+hk_1/2),\\
k_3&=f(y+hk_2/2), & k_4&=f(y+hk_3),
\end{aligned}$$

$$y\leftarrow y+\frac h6(k_1+2k_2+2k_3+k_4).$$

3. Form $u=e^{y/3}$, find the three roots of (3), and take the one nearest in $u$.
4. Confirm that it satisfies the cubic, that it lies in the sector, and that its loss tangent lies between those of the phases.

The root finder supplies precision; the integration supplies identity. If the nearest root is not clearly nearest, reduce $h$.

## The emulsion at 10 MHz

The inputs are rough typical values: water with $\varepsilon'=80$ and $\sigma=0.1$ S/m, oil with $\varepsilon'=2.5$ and $\sigma=10^{-8}$ S/m, and $\phi=0.5$. Water has $\varepsilon''=179.75$. The loss of oil, $1.8\times10^{-5}$, is negligible in the arithmetic:

$$r\simeq\frac{80-179.75j}{2.5}=32.00-71.90j,\qquad
\frac{\arg r}{3}=-22.00° .$$

Along the path, $\varepsilon$ passes through $4.80-0.15j$ at $\phi=0.2$ and $10.77-1.21j$ at $\phi=0.4$, and ends at $17.17-3.38j$. Eight steps leave an absolute error of $2.55\times10^{-6}$ in $\varepsilon$, taking the polynomial root as exact. Sixteen leave $1.6\times10^{-7}$, a sixteenfold reduction, as expected of a fourth-order method.

The final $u$ is $1.9089-0.1240j$. Its cube is $6.87-1.35j$, and multiplication by 2.5 returns the permittivity within rounding. In (3), the linear term is

$$(15.50-35.95j)(1.9089-0.1240j)\simeq25.13-70.55j .$$

Adding the cube gives $32.00-71.90j=r$ to the digits shown. The phase of $u$ is −3.72°, inside the sector from −22.00° to 0°. The other roots have phases 66.44° and −128.73°, both outside. The mixture's loss tangent, 0.197, lies between $7.2\times10^{-6}$ for oil and 2.25 for water.

## Why simpler tests fail

For large $|r|$, one root stays finite: the terms proportional to $r$ cancel when $u\simeq1/(1-\phi)$. The other two are large and follow from balancing $u^3$ against $(1-\phi)ru$:

$$u\simeq\pm\sqrt{-(1-\phi)r}.$$

When water is mainly conductive, $r$ has a phase near −90°. The large roots then have phases near 45° and −135°. Cubing triples these to 135° and −405°, equivalent to −45°. The first root has gain. The second has positive $\varepsilon'$ and positive loss, although it is spurious.

The roots at 1 MHz show this pattern, with phases 48.76° and −135.66°. The first is within 60° of the positive axis, so it is the principal cube root of its own $x$. It passes equation (2) evaluated with principal cube roots, yet its permittivity is $-12761+8515j$, which has gain. The other spurious value, $12981-13907j$, passes the loss test. The physical value is $19.95-0.58j$.

At 10 MHz the phase of the first spurious root has moved beyond 60°. It no longer passes the principal-root test, but tripling its phase now carries it past 180° and gives positive loss. That is why all three opening values absorb energy.

The same comparison was made for 1500 random passive pairs, with $\varepsilon'$ from 1 to 100, $\varepsilon''$ from $10^{-3}$ to $10^4$ and $\phi$ from 0.02 to 0.98. Every case had one root in the sector, and it agreed with integration to a relative difference in $u$ of at most $2.3\times10^{-11}$. A spurious root had positive loss in 1292 cases and was a principal cube root in 128. These counts belong to this sample, not to materials in general.

## Frequency and limiting cases

The finite root for large $|r|$ gives

$$\varepsilon\simeq\frac{\varepsilon_m}{(1-\phi)^3}=20$$

for this emulsion. Conducting droplets screen their interiors, and the field is concentrated in the oil. The computed $\varepsilon'$ is 20.00 at 0.1 MHz and falls to 13.07 at 100 MHz, where charge has less time to reach the interfaces. The interfacial loss peak is 3.45, near 12.3 MHz.

In this model $\varepsilon'$ stays at 20 down to zero frequency, but the loss does not stay small. The loss tangent of oil varies as $1/\omega$ and reaches 1 near 72 Hz, below which conduction through the oil dominates the response. A calculation of fields averaged over many droplets that accepts one real permittivity can take the plateau value, provided that the physical process is much slower than the interfacial relaxation and much faster than this conduction.

The opposite limit, $r\to0$, describes inclusions that neither polarize nor conduct appreciably compared with their medium. While $|r|\ll|x|$, equation (1) becomes $dy/ds=-3/2$. For $|r|\ll(1-\phi)^{3/2}$ this gives

$$\varepsilon=\varepsilon_m(1-\phi)^{3/2}.$$

For a conducting medium this also gives the reduction of its conductivity, under the same condition. The condition fails for any fixed nonzero $r$ as $\phi\to1$. At small $\phi$ and any passive $r$, (1) gives $\varepsilon\simeq\varepsilon_m[1+3\phi(r-1)/(r+2)]$, the dilute-sphere result.

## How far to trust the number

A correct root is still only the value of this model. The following changes are moduli of the complex difference relative to $|17.17-3.38j|$, at 10 MHz and with other inputs fixed:

- Replacing the structure by one in which water can connect, described by the symmetric Bruggeman equation, changes the result by 244%.
- Using the Maxwell-Wagner law, which takes the permittivity of a uniform sphere equivalent to one water sphere in a concentric oil shell at the full water fraction, changes it by 45.5%.
- Raising the water fraction by 0.01 changes it by 5.3%.
- Warming the water by 10 K changes it by 3.4%, for assumed coefficients of +2% per K in conductivity and −0.45% per K in permittivity.
- Coating droplets of 5 µm radius with a 3 nm film of permittivity 2 changes it by 1.2%.

Surface conductance of 1 nS, at the same 5 µm radius, and water's molecular relaxation, with a time of 8.3 ps, each change it by less than 0.1%. The film and surface-conductance effects grow as droplets shrink: at a radius of 1 µm they are about 6% and 0.4%. The radius is $10^{-5}$ of the skin depth, so the quasistatic assumption is safe here.

The oil values are in the range of crude oils, but water produced with crude oil is often much saltier than assumed, with conductivity of roughly several S/m. While oil conduction is negligible, $\varepsilon$ depends on water conductivity and frequency only through $\sigma/\omega$. At 5 S/m, with the water's $\varepsilon'$ held at 80, the loss peak would move up fiftyfold, to about 600 MHz. Salt also lowers $\varepsilon'$; a value of 70, with molecular relaxation included, puts the peak near 680 MHz. Real droplets also cluster and coalesce, which breaks the assumption of separate spheres in a uniform host. The 244% change indicates the possible scale, not a prediction for a particular emulsion.

Strong fields can themselves alter the structure. For an applied 10 V/cm, assigning the whole voltage across one droplet diameter to two 3 nm films gives a field of 0.017 MV/cm in the films. This is a scale, not a bound, although the check's output labels it "at most": in a static field, a perfectly insulating film around an isolated conducting droplet carries 1.5 times this field at the poles, which raises the stress estimated next by a factor of 2.25. For an isolated droplet at 50 Hz or at 10 MHz, the surrounding oil takes nearly all of the voltage and the film field is below 1% of this scale; at 0.01 Hz it is already close to the static value. Droplets in a half-and-half emulsion are not isolated: for two perfectly conducting spheres aligned with the field and 6 nm apart in a uniform dielectric, the field in the gap is about a third of this scale. With $E$ the film field, the normal electric stress in a film of relative permittivity 2 is $\tfrac12(2\varepsilon_0)E^2$, about 1% of the capillary pressure for a tension of 5 mN/m. The program prints the larger scale $2.5\,\varepsilon_0E^2$, which is 3%. Droplet deformation should therefore be small at this field, but the stress grows as the field squared, and this comparison does not exclude a slow rearrangement of the droplets.

For a molecule at equilibrium inside one phase of such an emulsion, then, the environment setting should be the static permittivity of that phase, without the conduction term. In the saline phase, mobile ions also screen the solute, which enters through the ionic strength rather than the permittivity. This is negligible for a dipole, but for a singly charged solute in a 0.3 nm cavity it adds roughly 0.06 kcal/mol at the salinity assumed here and 0.3 kcal/mol at 0.5 M. A fast electronic excitation also requires the phase's optical permittivity, because the surrounding molecules have no time to reorient. The mixture value belongs in calculations of fields averaged over many droplets. To obtain it, establish which phase is continuous, fix the frequency, and follow the root from $\phi=0$. The numerical output gives the remaining values along the path and across frequency.

## Numbers as computed

```
INPUTS (rough typical values)
water: eps' 80, sigma 0.1 S/m
oil: eps' 2.5, sigma 1e-08 S/m
water fraction 0.50, frequency 10 MHz
water eps'' 179.75, oil eps'' 1.80e-05
r = 32.001 -71.900j, arg(r)/3 -22.00 deg
INTEGRATION PATH at 10 MHz: phi, eps', eps''
  0.1  3.4083  0.0428
  0.2  4.8029  0.1521
  0.3  7.0370  0.4361
  0.4  10.7693  1.2059
  0.5  17.1700  3.3830
8 steps: error in eps 2.55e-06
16 steps: error in eps 1.59e-07
32 steps: error in eps 9.89e-09
observed order 4.01
ROOTS at 10 MHz (first is physical; arg(r)/3 -22.00 deg)
  u 1.9089 -0.1240j, arg u -3.72 deg, eps' 17.170, eps'' 3.383
  u 2.3921 +5.4861j, arg u 66.44 deg, eps' -505.765, eps'' 177.343
  u -4.3011 -5.3622j, arg u -128.73 deg, eps' 728.595, eps'' 358.527
ROOTS at 1 MHz (first is physical; arg(r)/3 -29.15 deg)
  u 1.9985 -0.0194j, arg u -0.55 deg, eps' 19.950, eps'' 0.581
  u 12.0682 +13.7675j, arg u 48.76 deg, eps' -12761.273, eps'' -8515.311
  u -14.0667 -13.7482j, arg u -135.66 deg, eps' 12981.323, eps'' 13907.261
mixture conductivity at 10 MHz 1.882 mS/m
loss tangents: oil 7.19e-06, mixture 0.1970, water 2.2469
cubic residual, relative 1.9e-15
SWEEP: MHz, eps', eps''
  0.1  19.999  0.073
  1.0  19.950  0.581
  10.0  17.170  3.383
  30.0  14.025  2.475
  100.0  13.066  0.873
loss peak 3.449 at 12.3 MHz
low-frequency limit of eps' 20.00
TESTS
dilute sphere, relative error 9.8e-05
2000 batches: error 5.8e-04, extrapolated 8.7e-07
1500 random pairs: worst u mismatch 2.3e-11
pairs with spurious positive loss 1292
pairs with spurious principal cube root 128
largest slope sensitivity 1.884 (bound 2.25)
NEGLECTED EFFECTS at 10 MHz: change of |eps| vector, percent
  connected water (symmetric Bruggeman) 244
  Maxwell-Wagner law instead 45.5
  water fraction +0.01: 5.29
  water 10 K warmer: 3.42
  3 nm film on 5 um radius: 1.21
  surface conductance 1 nS: 0.076
  water relaxation 8.3 ps: 0.004
radius/skin depth 9.9e-06, screening length/radius 7.5e-04
applied 1e-05 MV/cm, film field at most 0.017 MV/cm
film electric stress/capillary pressure 0.031 (tension 5 mN/m)
```
